\section*{The one-dimensional Coulomb exciton with a small cutoff}

\section{A trial exciton of fixed size}

Consider an electron and a hole on a line, with relative coordinate $z$ and reduced mass $\mu$, in a medium of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. The effective-mass model with static screening and no electron--hole exchange has the Hamiltonian
\begin{equation}
H=-\frac{\hbar^2}{2\mu}\frac{d^2}{dz^2}-\frac{e^2}{4\pi\varepsilon(|z|+z_0)} .
\label{eq:H}
\end{equation}
The length $z_0>0$ is a phenomenological cutoff: it mimics the softening of the attraction at short distance in a wire of finite width, and is not derived here from a wire geometry. The natural units are
\begin{equation}
a=\frac{4\pi\varepsilon\hbar^2}{\mu e^2},\qquad R=\frac{\hbar^2}{2\mu a^2},\qquad s=\frac{z_0}{a},\qquad L=\ln\frac1s .
\end{equation}
Since $e^2/(4\pi\varepsilon a)=\hbar^2/(\mu a^2)=2R$, measuring lengths in $a$ and energies in $R$ gives
\begin{equation}
-\phi''-\frac{2}{|z|+s}\,\phi=\mathcal E\phi ,\qquad E=R\,\mathcal E .
\label{eq:scaled}
\end{equation}

Take the normalized trial function $\phi=\sqrt\kappa\,e^{-\kappa|z|}$. Its kinetic energy is $\int|\phi'|^2dz=\kappa^2$. With $t=2\kappa(z+s)$ in the potential term,
\begin{equation}
\mathcal E_{\rm tr}=\kappa^2-4\kappa\int_0^\infty\frac{e^{-2\kappa z}}{z+s}\,dz
=\kappa^2-4\kappa\,e^{2\kappa s}E_1(2\kappa s),
\label{eq:trial}
\end{equation}
where $E_1(y)=\int_y^\infty e^{-t}t^{-1}dt$. Integration by parts and $\int_0^\infty e^{-t}\ln t\,dt=-\gamma$ (Euler's constant) give $E_1(y)=-\ln y-\gamma+O(y)$. Hence, for small $\kappa s$,
\begin{equation}
\mathcal E_{\rm tr}\simeq\kappa^2-4\kappa\,(L-\ln 2\kappa-\gamma).
\label{eq:trialsmall}
\end{equation}
At $\kappa=1$, each tenfold reduction of $z_0$ lowers this energy by $4\ln10=9.21$, in units of $R$. By the variational principle the ground energy lies lower still, so it tends to $-\infty$ as $z_0\to0$.

The shape of the trial function is not essential. Let $\phi$ be continuous and normalized, with finite kinetic energy and $\phi(0)\ne0$, and choose $d$ so that $|\phi|^2\ge|\phi(0)|^2/2$ for $|z|<d$. Then
\begin{equation}
\int\frac{|\phi|^2}{|z|+s}\,dz\ \ge\ |\phi(0)|^2\ln\frac{d+s}{s}\ \to\ \infty ,
\end{equation}
while the kinetic energy stays fixed.

This is the sense in which the one-dimensional Coulomb ground state diverges. The expression $-1/|z|$ alone does not define a Hamiltonian, because the behaviour at $z=0$ must also be given. If $\phi(0)=0$ is imposed, each half line carries the radial equation of hydrogen $s$ states, and the levels are $-1/n^2$, bounded below. For example, $\phi=ze^{-z}$ has $-\phi''-2\phi/z=-\phi$.

The trial function also gives the growth law from one side. Setting $\kappa=2L$ in (\ref{eq:trialsmall}) gives
\begin{equation}
\mathcal E_{\rm tr}=4L^2-8L(L-\ln4L-\gamma)=-4L^2+O(L\ln L).
\end{equation}
The binding therefore grows at least as fast as $4L^2$ to leading order. The exact solution shows that it grows no faster.

\section{Solution on the half line}

The potential is even, so each eigenfunction can be found on $z>0$ with $\phi'(0)=0$ (even) or $\phi(0)=0$ (odd). Write $\mathcal E=-1/\lambda^2$ with $\lambda>0$, and $x=2(z+s)/\lambda$. Since $d^2/dz^2=(4/\lambda^2)\,d^2/dx^2$,
\begin{equation}
\frac{d^2\phi}{dx^2}=\Big(\frac14-\frac{\lambda}{x}\Big)\phi .
\end{equation}
Put $\phi=e^{-x/2}x f$. Then
\begin{equation}
\phi''=e^{-x/2}\big[xf''+(2-x)f'-f+\tfrac14xf\big],
\end{equation}
and equating this to $e^{-x/2}(x/4-\lambda)f$ leaves Kummer's equation,
\begin{equation}
xf''+(2-x)f'-(1-\lambda)f=0 .
\label{eq:kummer}
\end{equation}
For $0<\lambda<1$ the solution that makes $\phi$ decay is
\begin{equation}
f(x)=\int_0^\infty e^{-xt}g(t)\,dt,\qquad g(t)=\Big(1+\frac1t\Big)^{\lambda}.
\label{eq:integral}
\end{equation}
To verify it, insert $f$ into (\ref{eq:kummer}). The integrand becomes $e^{-xt}g\,[xt(1+t)-1-2t+\lambda]$. Because $t(1+t)g'=-\lambda g$, this is the derivative of $-e^{-xt}t(1+t)g$, which vanishes at both limits.

In standard notation $f=\Gamma(1-\lambda)\,U(1-\lambda,2,x)$, and $W=e^{-x/2}xU(1-\lambda,2,x)$ is the Whittaker function $W_{\lambda,1/2}(x)$. It continues analytically to $\lambda\ge1$ and still decays. With $x_0=2s/\lambda$, the exact conditions are $W(x_0)=0$ for odd and $W'(x_0)=0$ for even levels. Differentiating the integral for $U$ gives $U'(p,2,x)=-p\,U(p+1,3,x)$, so the even condition can be coded as
\begin{equation}
\Big(1-\frac{x_0}2\Big)U(1-\lambda,2,x_0)-(1-\lambda)\,x_0\,U(2-\lambda,3,x_0)=0 .
\label{eq:exacteven}
\end{equation}

\section{Expansion at small argument}

For small $x$, subtract from $g$ its slowly decaying tail:
\begin{equation}
f=\frac1x+\int_0^\infty e^{-xt}\Big[g-1-\frac{\lambda}{1+t}\Big]dt+\lambda\int_0^\infty\frac{e^{-xt}}{1+t}dt .
\end{equation}
The last integral is $e^xE_1(x)\simeq-\ln x-\gamma$. The bracket falls as $t^{-2}$, so the middle term has a finite limit $J$ as $x\to0$. With $y=t/(1+t)$,
\begin{equation}
J=\int_0^1\frac{y^{-\lambda}-1-\lambda(1-y)}{(1-y)^2}\,dy
=\lambda\int_0^1\frac{y^{-\lambda}-y}{1-y}\,dy .
\end{equation}
The second form follows by parts, using $(1-y)^{-2}=\frac{d}{dy}[y/(1-y)]$; the boundary terms vanish for $\lambda<1$.

Let $\psi$ denote the digamma function. Expanding $1/(1-y)$ in powers of $y$ gives
\begin{equation}
\int_0^1\frac{1-y^{q-1}}{1-y}dy=\sum_{k=0}^\infty\Big(\frac1{k+1}-\frac1{k+q}\Big)=\psi(q)+\gamma .
\end{equation}
Writing $y^{-\lambda}-y=(y^{-\lambda}-1)+(1-y)$ then gives $J=\lambda[1-\gamma-\psi(1-\lambda)]$. Multiplication of $f$ by $xe^{-x/2}$ yields
\begin{equation}
\Gamma(1-\lambda)W=1-\frac x2-\lambda x\big[\ln x+\psi(1-\lambda)+2\gamma-1\big]+O(x^2\ln x).
\label{eq:small}
\end{equation}
After division by $\Gamma(1-\lambda)$ the coefficients are analytic in $\lambda$, so the result also holds for $\lambda>1$. At an integer $\lambda$ it is read as a limit.

\section{Even levels}

The derivative of (\ref{eq:small}) is $-\frac12-\lambda[\ln x+\psi(1-\lambda)+2\gamma]$, because differentiating $x\ln x$ cancels the $-1$ in the bracket. Setting it to zero at $x_0$ and dividing by $-\lambda$ gives
\begin{equation}
G(\lambda)\equiv\ln\frac{2s}\lambda+\frac1{2\lambda}+\psi(1-\lambda)+2\gamma=0 .
\label{eq:even}
\end{equation}
Its derivative,
\begin{equation}
G'(\lambda)=-\frac1\lambda-\frac1{2\lambda^2}-\psi'(1-\lambda),
\label{eq:Gprime}
\end{equation}
is negative, since $\psi'(q)=\sum_k(k+q)^{-2}>0$. On $(0,1)$ and on each $(n,n+1)$ with $n\ge1$, $G$ falls from $+\infty$ to $-\infty$. Each interval thus holds one root, which bisection finds safely. The root in $(0,1)$ is the ground state: for $\lambda<1$ the integral (\ref{eq:integral}) is positive, so there is no odd level that low.

\subsection{Ground state}

As $s\to0$ the lowest root tends to zero. Let $w=1/(2\lambda)$ and use $\psi(1-\lambda)=-\gamma-\pi^2\lambda/6+O(\lambda^2)$. Then (\ref{eq:even}) becomes
\begin{equation}
w+\ln w=-\ln(4s)-\gamma+\frac{\pi^2}{12w}+O(w^{-2}).
\label{eq:w}
\end{equation}
The terms omitted from (\ref{eq:small}) contribute a correction of order $s/\lambda^2\sim sL^2$, which is negligible here. Without the $1/w$ term the solution is $w_0$, defined by
\begin{equation}
w_0e^{w_0}=\frac{e^{-\gamma}}{4s},
\label{eq:lambert}
\end{equation}
which is a Lambert function. For the correction set $w=w_0+\eta$. Linearizing gives $\eta(1+1/w_0)=\pi^2/(12w_0)$, so $\eta=\pi^2/[12(w_0+1)]$. The binding energy $B=-E=4Rw^2$ is then
\begin{equation}
\frac BR=4w_0^2+\frac{2\pi^2}3\,\frac{w_0}{w_0+1}+O\Big(\frac1{w_0}\Big).
\label{eq:B}
\end{equation}
Since $w_0=L-\ln w_0-\ln4-\gamma$, the ratio $w_0/L$ tends to one, and
\begin{equation}
\frac{B}{4RL^2}=1-\frac{2(\ln L+\ln4+\gamma)}{L}+\dots\ \longrightarrow\ 1 .
\label{eq:law}
\end{equation}
This is the squared-logarithm law. Its relative correction falls only as $\ln L/L$, so $4RL^2$ should not be used as a numerical estimate unless $L$ is very large.

\subsection{Excited even levels}

For fixed $n\ge1$ write $\lambda=n+\delta$. The reflection formula $\psi(1-q)=\psi(q)+\pi\cot\pi q$ gives
\begin{equation}
\psi(1-n-\delta)=\frac1\delta+\psi(n)+O(\delta).
\label{eq:pole}
\end{equation}
Inserting this in (\ref{eq:even}),
\begin{equation}
\frac1\delta=\ln\frac n{2s}-\frac1{2n}-\psi(n)-2\gamma+O(\delta).
\label{eq:delta}
\end{equation}
Thus $\delta\simeq1/L$: the even levels approach the Balmer energies from above, but only logarithmically.

\section{Odd levels and pairs}

For an odd level (\ref{eq:small}) must vanish at $x_0$. As $x_0\to0$ this requires the large term $\psi(1-\lambda)$ near an integer. Put $\lambda=n+\delta$, use (\ref{eq:pole}) and $\lambda x_0=2s$, and multiply by $\delta$ to remove the pole:
\begin{equation}
\delta-2s+O(\delta s\ln s)+O(s^2)=0
\quad\Rightarrow\quad \lambda=n+2s+O(s^2\ln s).
\label{eq:odd}
\end{equation}
The shift is linear in $z_0$. It does not come from the region $|z|\sim s$, where the odd function is nearly zero, but from the tail of this particular cutoff: for $|z|\gg s$ the potential is raised by $2s/z^2$, and $\langle z^{-2}\rangle=2/n^3$ gives $\Delta\mathcal E=4s/n^3$, that is $\delta=2s$. A cutoff without this tail, such as $1/\sqrt{z^2+s^2}$ or the Coulomb potential averaged over a Gaussian transverse profile, shifts the odd levels only by order $s^2\ln s$. At $s=10^{-2}$ the square-root form gives $\lambda-1=7\times10^{-4}$ for the first odd level, against $0.018$ here. The even partner lies higher by
\begin{equation}
E_{\rm even}-E_{\rm odd}=R\Big[\frac1{(n+2s)^2}-\frac1{(n+\delta)^2}\Big]\simeq\frac{2R\delta}{n^3}\simeq\frac{2R}{n^3L}.
\label{eq:split}
\end{equation}
At fixed $n$ both members tend to $-R/n^2$. They form a close pair when $\delta\ll1$, which is much more demanding than $s\ll1$.

\section{Size and contact density}

For small $\lambda$, expand $g=1+\lambda\ln(1+1/t)+\dots$ in (\ref{eq:integral}). The ground function becomes $\phi\propto e^{-x/2}[1+\lambda h(x)]$, where
\begin{equation}
h=x\int_0^\infty e^{-xt}\ln\Big(1+\frac1t\Big)dt=\int_0^\infty\frac{1-e^{-xt}}{t(1+t)}dt,\qquad h'=e^xE_1(x).
\end{equation}
The second form of $h$ is an integration by parts. Neglecting $x_0$ and integrating by parts again, the mean of $x$ is
\begin{equation}
1+2\lambda\int_0^\infty(x-1)e^{-x}h\,dx=1+2\lambda\int_0^\infty xE_1(x)\,dx=1+\lambda ,
\end{equation}
because $\int_0^\infty xE_1dx=\int_0^\infty\frac{e^{-t}}t\frac{t^2}2dt=\frac12$. Therefore
\begin{equation}
\langle|z|\rangle=\frac{\lambda a}2\,\big[1+\lambda+O(\lambda^2)\big].
\label{eq:size}
\end{equation}
The ground-state probability contracts to the origin as the binding diverges.

Light creates the electron and hole at the same point, so in this model the strength of an allowed exciton line is proportional to $|\phi(0)|^2$. To obtain it, let $u=z+s$ and $V=-2/u$. Multiplying $\phi''=(V-\mathcal E)\phi$ by $2\phi'$ gives $(\phi'^2)'=(V-\mathcal E)(\phi^2)'$. Integrate from $s$ to infinity with $\phi'(s)=0$:
\begin{equation}
\int_s^\infty\frac2{u^2}\phi^2du=\Big(\frac2s+\mathcal E\Big)\phi(0)^2 .
\end{equation}
Here $\phi(0)$ is the value at $z=0$, that is, at $u=s$. By the Hellmann--Feynman theorem, $d\mathcal E/ds=\langle2/(|z|+s)^2\rangle$, which is twice the left side because there are two half lines. For $s|\mathcal E|\ll1$ this leaves $\phi(0)^2=\frac14\,d\mathcal E/d\ln s=(2\lambda^3)^{-1}d\lambda/d\ln s$. Differentiating $G=0$ gives $d\lambda/d\ln s=-1/G'$, so with lengths restored
\begin{equation}
a|\phi(0)|^2=\frac1{2\lambda^3}\Big[\frac1\lambda+\frac1{2\lambda^2}+\psi'(1-\lambda)\Big]^{-1}.
\label{eq:contact}
\end{equation}
For the ground state the middle term dominates and the result tends to $1/\lambda$. For excited even states $\psi'(1-\lambda)\simeq1/\delta^2$, which gives $\delta^2/(2n^3)$. Odd states have zero contact density. At $s=10^{-6}$ the densities are $17.4/a$ for the ground state and $0.00256/a$ for the first excited even state, as (\ref{eq:contact}) gives. The two limiting forms are approached slowly: there they give $19.3/a$ and $0.0033/a$.

\section{An example with round parameters}

Take $\mu=0.05\,m_e$, $\varepsilon_r=12$ and $z_0=0.50$ nm. These are round numbers for the model, not the parameters of a particular wire: $z_0$ is about one lattice constant of a typical semiconductor, the model leaves out higher subbands, the change of mass with confinement and any dielectric mismatch with the surroundings, and the odd levels depend on the form of the cutoff. Then $a=12.70$ nm, $R=4.724$ meV, $s=0.50/12.70=0.0394$ and $L=3.235$. Diagonalization gives $\lambda=0.3186$ for the ground state, so
\begin{equation}
B=\frac{4.724\ \text{meV}}{(0.3186)^2}=46.5\ \text{meV}=9.85\,R .
\end{equation}
The approximations compare with this value as follows.
\begin{itemize}
\item The root of (\ref{eq:even}) gives 45.2 meV, which is 3\% below the diagonalized binding.
\item The best exponential trial function gives 44.1 meV, 5\% below.
\item The Lambert term $4Rw_0^2$ gives 24.6 meV, or $5.20R$. This corresponds to $w_0=1.14$, and the second term of (\ref{eq:B}) adds $6.58\times1.14/2.14=3.5$ in units of $R$, for a total of about 41 meV.
\item The bare law gives $4\times4.724\times(3.235)^2=198$ meV, more than four times too large.
\end{itemize}
The mean separation is 2.70 nm; (\ref{eq:size}) gives $\frac12(0.3186)(12.70)(1.3186)=2.67$ nm.

The first excited levels are $-4.18$ meV (odd) and $-2.49$ meV (even), with a common limit of $-4.72$ meV. Their separation is 1.69 meV, so they are not yet a close pair. The even level has $\delta=0.377$, while (\ref{eq:delta}) without its remainder gives $1/\delta=1.46$, or $\delta=0.68$. The explicit formula fails here because $\delta$ is not small; the root of (\ref{eq:even}) should be used instead.

\section{Approach to the limits}

In the table, $\lambda_{\rm e}$ belongs to the first excited even level. The first three rows come from diagonalization and the last two from (\ref{eq:even}).
\begin{center}
\begin{tabular}{lllll}
$s$ & $B/R$ & $4w_0^2$ & $B/(4RL^2)$ & $\lambda_{\rm e}$\\
$10^{-2}$ & 21.2 & 15.5 & 0.250 & 1.270\\
$10^{-4}$ & 128.7 & 122.6 & 0.379 & 1.127\\
$10^{-6}$ & 374.1 & 368.0 & 0.490 & 1.081\\
$10^{-30}$ & 15868.1 & 15861.6 & 0.831 & 1.015\\
$10^{-300}$ & 1862066.4 & 1862059.8 & 0.976 & 1.001
\end{tabular}
\end{center}
The difference between the second and third columns approaches $2\pi^2/3=6.58$, as (\ref{eq:B}) requires. The ratio to the bare law is still below one half at $s=10^{-6}$. By contrast, the first odd level there has $\lambda=1.000002$, in agreement with $1+2s$.

These tiny cutoffs illustrate a mathematical limit. The effective-mass model requires the exciton to be much larger than the lattice spacing and its binding to be small compared with the band gap. Both conditions fail as $z_0\to0$, but a tighter limit comes first: $z_0$ stands for a transverse width and cannot be much smaller than the lattice spacing. With the parameters of the example, even $z_0=0.05$ nm gives only $B=158$ meV and $\langle|z|\rangle=1.3$ nm.

\section{Choice of formula in a calculation}

For $s\ll1$, solve (\ref{eq:even}) by bisection in $(0,1)$ for the ground state and in $(n,n+1)$ for excited even states. In the numerical check, which covers the example and $s=10^{-2},10^{-4},10^{-6}$, the first four even roots agree with diagonalization to within $s$ in $\lambda$, apart from a numerical allowance of $10^{-7}$. Since $E\propto\lambda^{-2}$, an error $\Delta\lambda$ gives a relative error $|\Delta E/E|\simeq2|\Delta\lambda|/\lambda$ in the energy. For a given $\Delta\lambda$ this is largest for the ground state, where $\lambda$ is small.

If that accuracy is insufficient, or $s$ is not small, solve (\ref{eq:exacteven}) for even states and $U(1-\lambda,2,x_0)=0$ for odd states. These conditions hold for any $z_0>0$ in the model (\ref{eq:H}). A direct diagonalization must resolve both the cutoff $s$ and the extent of the excited states. A mesh whose elements start at size $s$ and grow in proportion to the distance from the origin does this, provided each element carries polynomials of high order (order 10 in the diagonalization used here). For a box of fixed length the number of elements rises only logarithmically with $1/s$.

\section*{Numbers as computed}
\begin{verbatim}
reduced mass = 0.05 m_e, eps_r = 12.0
cutoff z0 = 0.50 nm
exciton Bohr radius a = 12.700 nm
exciton Rydberg R = 4.7242 meV
z0/a = 0.03937, ln(a/z0) = 3.2348
Example levels: parity, lam, E (meV), Balmer limit (meV)
  even 0.31859 -46.5426 none
  odd  1.06320 -4.1793 -4.7242
  even 1.37726 -2.4906 -4.7242
  odd  2.06341 -1.1096 -1.1810
  even 2.38034 -0.8338 -1.1810
  odd  3.06345 -0.5034 -0.5249
  even 3.38115 -0.4132 -0.5249
ground binding / R = 9.8519
ground mean |z| = 2.701 nm
ground E, small-cutoff condition = -45.180 meV
ground E, Lambert form = -24.564 meV
ground E, bare squared log = -197.731 meV
ground E, best trial = -44.106 meV
trial k=1/a: energy drop per decade of z0 = 9.2102 R
Limit table; first 3 rows diagonalization, last 3 asymptotic
z0/a, lam0, binding/R, 4w^2, binding/(4 R L^2)
  1e-02 0.217049 21.227 15.457 0.2502
  1e-04 0.088146 128.704 122.573 0.3793
  1e-06 0.051699 374.145 367.961 0.4901
  1e-30 0.007938 15868.084 15861.570 0.8314
  1e-100 0.002243 198723.389 198716.828 0.9370
  1e-300 0.000733 1862066.418 1862059.844 0.9756
First pair: z0/a, lam odd, lam even
  1e-02 1.018388 1.270018
  1e-04 1.000200 1.127425
  1e-06 1.000002 1.081280
  1e-30 1.000000 1.014847
  1e-100 1.000000 1.004376
  1e-300 1.000000 1.001451
z0/a = 1e-6, even n: delta diagonalized, delta formula
  n=1 0.08128 0.08302
  n=2 0.08159 0.08341
  n=3 0.08166 0.08349
Ground state: z0/a, mean |z| (a), best trial energy (R)
  1e-02 0.13407 -20.265
  1e-04 0.04820 -126.408
  1e-06 0.02724 -371.598
z0/a = 1e-6, even states: contact density (1/a), formula (1/a)
  n=0 17.381176 17.380502
  n=1 0.002559 0.002559
  n=2 0.000361 0.000361
  n=3 0.000111 0.000111
\end{verbatim}
